# Slater–Koster s-p and p-p integrals from symmetry about the bond: test program

```python
"""
Result under test: for an operator H with axial and mirror symmetry about a bond,
  <s|H|s> = Vss,  <s|H|p_i> = n_i Vsp,  <p_i|H|s> = n_i Vps,
  <p_i|H|p_j> = n_i n_j Vpp_sigma + (delta_ij - n_i n_j) Vpp_pi.
Left orbital: atom 1 at the origin. Right orbital: atom 2 at R*n, n a unit vector.
Example: two silicon atoms, LDA potential of superposed spherical atomic densities.
Parameters are read from a bond along z and tested on directly integrated tilted bonds.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import block_diag, eigh
from pyscf import gto, dft, scf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
XC = "lda,vwn"
DISTANCE_ANGSTROM = 2.4
DISTANCE = DISTANCE_ANGSTROM / BOHR_ANGSTROM

# ---------- spherical silicon atom; only s and p functions are occupied ----------
basis = [shell for shell in gto.basis.load("def2-tzvp", "Si") if shell[0] < 2]
atom = gto.M(atom=[["Si", (0.0, 0.0, 0.0)]], basis={"Si": basis},
             unit="Bohr", verbose=0)
atom_scf = dft.RKS(atom)
atom_scf.xc = XC
atom_scf.grids.atom_grid = (90, 302)
atom_scf.grids.prune = None
atom_scf.conv_tol = 1e-10


def spherical_occupation(mo_energy=None, mo_coeff=None):
    """1s2 2s2 2p6 3s2 3p2, with the two 3p electrons spread over three orbitals."""
    occupation = np.zeros(len(mo_energy))
    occupation[:6] = 2.0
    occupation[6:9] = 2.0 / 3.0
    return occupation


atom_scf.get_occ = spherical_occupation
atom_scf.kernel()
assert atom_scf.converged
atom_density = np.asarray(atom_scf.make_rdm1())
atom_fock = np.asarray(atom_scf.get_fock())
atom_overlap = atom.intor("int1e_ovlp")
labels = atom.ao_labels(fmt=None)
s_index = [i for i, lab in enumerate(labels) if lab[2].endswith("s")]
p_index = [[i for i, lab in enumerate(labels)
            if lab[2].endswith("p") and lab[3] == axis] for axis in "xyz"]
density_x = atom_density[np.ix_(p_index[0], p_index[0])]
for k in (1, 2):
    density_k = atom_density[np.ix_(p_index[k], p_index[k])]
    assert np.allclose(density_x, density_k, atol=1e-6)


def radial_state(index, number):
    """Energy and coefficients of one radial state within one angular component."""
    block = np.ix_(index, index)
    energies, vectors = eigh(atom_fock[block], atom_overlap[block])
    return energies[number], vectors[:, number]


energy_3s, radial_3s = radial_state(s_index, 2)
energy_3p, radial_3p = radial_state(p_index[0], 1)
orbitals = np.zeros((atom.nao, 4))          # columns: s, p_x, p_y, p_z
orbitals[s_index, 0] = radial_3s
for k in range(3):
    orbitals[p_index[k], k + 1] = radial_3p
# phase: outer part of s positive, outer lobe of p_i positive on the +i side
outer_point = np.array([[2.5, 2.5, 2.5]])
orbitals *= np.sign(atom.eval_gto("GTOval_sph", outer_point) @ orbitals)
assert np.allclose(orbitals.T @ atom_overlap @ orbitals, np.eye(4), atol=1e-9)


# ---------- two-centre integrals computed directly for any bond direction ----------
def make_pair(direction):
    return gto.M(atom=[["Si", (0.0, 0.0, 0.0)],
                       ["Si", tuple(DISTANCE * np.asarray(direction))]],
                 basis={"Si": basis}, unit="Bohr", verbose=0)


def two_centre_block(matrix):
    size = atom.nao
    return orbitals.T @ matrix[:size, size:] @ orbitals


def point_charge_block(pair, position):
    """Integrals of 1/|r - position| in atomic units."""
    with pair.with_rinv_origin(tuple(position)):
        return two_centre_block(pair.intor("int1e_rinv"))


def direct_blocks(direction):
    pair = make_pair(direction)
    density = block_diag(atom_density, atom_density)
    grids = dft.gen_grid.Grids(pair)
    grids.atom_grid = (90, 770)
    grids.prune = None
    grids.build()
    electrons, _, v_xc = dft.numint.NumInt().nr_rks(pair, grids, XC, density)
    assert abs(electrons - 28) < 1e-3
    coulomb = scf.hf.get_jk(pair, density)[0]
    hamiltonian = (pair.intor("int1e_kin") + pair.intor("int1e_nuc")
                   + coulomb + np.asarray(v_xc))
    one_end = point_charge_block(pair, DISTANCE * np.asarray(direction))
    return {"H": two_centre_block(hamiltonian) * HARTREE_EV,
            "S": two_centre_block(pair.intor("int1e_ovlp")),
            "one_end": one_end}


def parameters_from_z(block):
    """Vss, Vsp, Vps, Vpp_sigma, Vpp_pi for a bond along z."""
    return block[0, 0], block[0, 3], block[3, 0], block[3, 3], block[1, 1]


def slater_koster(direction, parameters):
    ss, s_p, p_s, sigma, pi = parameters
    n = np.asarray(direction)
    result = np.empty((4, 4))
    result[0, 0] = ss
    result[0, 1:] = n * s_p
    result[1:, 0] = n * p_s
    result[1:, 1:] = np.outer(n, n) * sigma + (np.eye(3) - np.outer(n, n)) * pi
    return result


z_axis = np.array([0.0, 0.0, 1.0])
tilted = np.array([2.0, 3.0, 6.0]) / 7.0
diagonal = np.ones(3) / np.sqrt(3.0)
reference = direct_blocks(z_axis)
parameters = {key: parameters_from_z(block) for key, block in reference.items()}
# H has a numerical xc grid fixed in space (limit in eV); the others are analytic
tolerance = {"H": 1e-3, "S": 1e-8, "one_end": 1e-8}
direct = {}
deviation = {}
for name, direction in (("z", z_axis), ("236", tilted), ("111", diagonal)):
    direct[name] = reference if name == "z" else direct_blocks(direction)
    for key in tolerance:
        predicted = slater_koster(direction, parameters[key])
        deviation[name, key] = np.max(np.abs(direct[name][key] - predicted))
        assert deviation[name, key] < tolerance[key], (name, key)

# identical ends: Vps = -Vsp; an operator centred on one end breaks this relation
assert abs(parameters["H"][1] + parameters["H"][2]) < 1e-3
assert abs(parameters["S"][1] + parameters["S"][2]) < 1e-8
assert abs(parameters["one_end"][1] + parameters["one_end"][2]) > 1e-3

# ---------- a charge off the bond axis breaks the s-p_pi selection rule ----------
pair_z = make_pair(z_axis)
midpoint = 0.5 * DISTANCE * z_axis
shift_angstrom = 2.0
off_axis = midpoint + np.array([shift_angstrom / BOHR_ANGSTROM, 0.0, 0.0])
s_px_on = -HARTREE_EV * point_charge_block(pair_z, midpoint)[0, 1]
s_px_off = -HARTREE_EV * point_charge_block(pair_z, off_axis)[0, 1]
assert abs(s_px_on) < 1e-8 and abs(s_px_off) > 1e-2

# ---------- rotation symmetry without mirrors leaves an antisymmetric term ----------
# operator -d/dz d/dphi between normalized Gaussian p orbitals, dimensionless units
x, y, z = sp.symbols("x y z", real=True)
alpha, separation = 1.0, 1.0
left_gauss = sp.exp(-alpha * (x**2 + y**2 + z**2))
right_gauss = sp.exp(-alpha * (x**2 + y**2 + (z - separation)**2))
left_p = [x * left_gauss, y * left_gauss, z * left_gauss]
right_p = [x * right_gauss, y * right_gauss, (z - separation) * right_gauss]
points = np.linspace(-6.0, 6.0, 61)
mesh = np.meshgrid(points, points, points, indexing="ij")
volume = (points[1] - points[0])**3


def on_mesh(expression):
    return sp.lambdify((x, y, z), expression, "numpy")(*mesh)


left_values = [on_mesh(f) for f in left_p]
norm = np.sum(left_values[0]**2) * volume
chiral = np.zeros((3, 3))
for j, f in enumerate(right_p):
    turned = x * sp.diff(f, y) - y * sp.diff(f, x)
    acted = on_mesh(sp.simplify(-sp.diff(turned, z)))
    for i in range(3):
        chiral[i, j] = np.sum(left_values[i] * acted) * volume / norm
w_formula = -alpha * separation * np.exp(-alpha * separation**2 / 2)
expected = w_formula * np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])
assert np.allclose(chiral, expected, atol=1e-8)

# ---------- printed numbers ----------
print(f"Si-Si distance: {DISTANCE_ANGSTROM:.2f} angstrom")
print(f"atomic LDA level 3s: {energy_3s * HARTREE_EV:.3f} eV")
print(f"atomic LDA level 3p: {energy_3p * HARTREE_EV:.3f} eV")
names = ("ss_sigma", "sp_sigma", "ps_sigma", "pp_sigma", "pp_pi")
for label, value in zip(names, parameters["H"]):
    print(f"Hamiltonian V_{label}: {value:.4f} eV")
for label, value in zip(names, parameters["S"]):
    print(f"overlap S_{label}: {value:.5f} (no unit)")
elements = (("s,s", 0, 0), ("s,x", 0, 1), ("s,y", 0, 2), ("s,z", 0, 3),
            ("x,s", 1, 0), ("x,x", 1, 1), ("y,y", 2, 2), ("z,z", 3, 3),
            ("x,y", 1, 2), ("y,z", 2, 3), ("x,z", 1, 3))
print("direction (2,3,6)/7, cosines:", " ".join(f"{c:.5f}" for c in tilted))
formula_236 = slater_koster(tilted, parameters["H"])
for label, i, j in elements:
    print(f"  H {label}: formula {formula_236[i, j]:.4f} eV, "
          f"direct {direct['236']['H'][i, j]:.4f} eV")
print(f"direction (1,1,1)/sqrt(3), each cosine: {diagonal[0]:.5f}")
formula_111 = slater_koster(diagonal, parameters["H"])
for label, i, j in (("s,x", 0, 1), ("x,x", 1, 1), ("x,y", 1, 2)):
    print(f"  H {label}: formula {formula_111[i, j]:.4f} eV, "
          f"direct {direct['111']['H'][i, j]:.4f} eV")
for name in ("236", "111"):
    print(f"largest H deviation, 16 elements, {name}: "
          f"{deviation[name, 'H']:.1e} eV")
    print(f"largest overlap deviation, 16 elements, {name}: "
          f"{deviation[name, 'S']:.1e} (no unit)")
print(f"1/|r-R| on atom 2 only, sp_sigma: {parameters['one_end'][1]:.5f} 1/bohr")
print(f"1/|r-R| on atom 2 only, ps_sigma: {parameters['one_end'][2]:.5f} 1/bohr")
print(f"off-axis shift of unit positive charge: {shift_angstrom:.2f} angstrom")
print(f"s,p_x element, charge at bond midpoint: {abs(s_px_on):.1e} eV (magnitude)")
print(f"s,p_x element, charge shifted along x: {s_px_off:.4f} eV")
print(f"mirror-odd model: alpha = {alpha:.1f}, R = {separation:.1f} (dimensionless)")
print(f"  x,y element: quadrature {chiral[0, 1]:.6f}, formula {w_formula:.6f}")
print(f"  y,x element: quadrature {chiral[1, 0]:.6f}")
print("all assertions hold")
```

Printed output:

```
Si-Si distance: 2.40 angstrom
atomic LDA level 3s: -10.774 eV
atomic LDA level 3p: -4.117 eV
Hamiltonian V_ss_sigma: -4.2814 eV
Hamiltonian V_sp_sigma: 5.7627 eV
Hamiltonian V_ps_sigma: -5.7627 eV
Hamiltonian V_pp_sigma: 3.6402 eV
Hamiltonian V_pp_pi: -2.2974 eV
overlap S_ss_sigma: 0.24043 (no unit)
overlap S_sp_sigma: -0.40123 (no unit)
overlap S_ps_sigma: 0.40123 (no unit)
overlap S_pp_sigma: -0.32415 (no unit)
overlap S_pp_pi: 0.26787 (no unit)
direction (2,3,6)/7, cosines: 0.28571 0.42857 0.85714
  H s,s: formula -4.2814 eV, direct -4.2814 eV
  H s,x: formula 1.6465 eV, direct 1.6465 eV
  H s,y: formula 2.4697 eV, direct 2.4697 eV
  H s,z: formula 4.9394 eV, direct 4.9394 eV
  H x,s: formula -1.6465 eV, direct -1.6465 eV
  H x,x: formula -1.8127 eV, direct -1.8127 eV
  H y,y: formula -1.2068 eV, direct -1.2068 eV
  H z,z: formula 2.0650 eV, direct 2.0650 eV
  H x,y: formula 0.7271 eV, direct 0.7271 eV
  H y,z: formula 2.1812 eV, direct 2.1812 eV
  H x,z: formula 1.4541 eV, direct 1.4541 eV
direction (1,1,1)/sqrt(3), each cosine: 0.57735
  H s,x: formula 3.3271 eV, direct 3.3271 eV
  H x,x: formula -0.3182 eV, direct -0.3182 eV
  H x,y: formula 1.9792 eV, direct 1.9792 eV
largest H deviation, 16 elements, 236: 4.9e-08 eV
largest overlap deviation, 16 elements, 236: 5.6e-17 (no unit)
largest H deviation, 16 elements, 111: 8.9e-08 eV
largest overlap deviation, 16 elements, 111: 1.7e-16 (no unit)
1/|r-R| on atom 2 only, sp_sigma: -0.11840 1/bohr
1/|r-R| on atom 2 only, ps_sigma: 0.16945 1/bohr
off-axis shift of unit positive charge: 2.00 angstrom
s,p_x element, charge at bond midpoint: 0.0e+00 eV (magnitude)
s,p_x element, charge shifted along x: -0.5812 eV
mirror-odd model: alpha = 1.0, R = 1.0 (dimensionless)
  x,y element: quadrature -0.606531, formula -0.606531
  y,x element: quadrature 0.606531
all assertions hold
```
